# Why J and parity rules do not guarantee magnetic-dipole lines

A magnetic moment $\mu$ in a field $B$ has energy $-\mu\cdot B$, and $\mu_0\mu^2$ has the dimensions of energy times volume. For an ion much smaller than the wavelength, the only volume that enters the emission of a photon of angular frequency $\omega$ is $(c/\omega)^3$. To lowest order in the coupling to the field, one photon is emitted and the rate is quadratic in the moment. With that input, dimensions require the spontaneous rate of a magnetic-dipole (M1) line to have the form

$$A=\text{number}\times\frac{\mu_0\mu_B^2\omega^3}{\hbar c^3}\,\mathcal S ,$$

where $\mu_B$ is the Bohr magneton and $\mathcal S$ is a dimensionless strength. Symmetry says something about $\mathcal S$. The moment is a vector operator, so acting on a state of angular momentum $J'$ it can produce only $J'-1$, $J'$ and $J'+1$, and from $J'=0$ only 1. It is also unchanged by inversion, so it joins states of equal parity. Hence $\mathcal S=0$ unless the parities agree and $\Delta J=0,\pm1$, with $0$–$0$ excluded.

## The belief and its appeal

Every state of a configuration $4d^n$ has even parity. The belief is that any two of its levels that also satisfy the $J$ rule must be joined by an M1 line. It tempts because the rules are easy to apply, and because a matrix element that no visible rule forbids seems to have no reason to vanish.

But the argument above used two properties of $\mu$, its vector character and its parity. It can prove that some elements vanish; it cannot prove that the others do not. The actual operator has more structure. For wavelengths long compared with the ion, and to leading nonrelativistic order,

$$\boldsymbol\mu=-\frac{\mu_B}{\hbar}(\mathbf L+g_s\mathbf S),\qquad g_s=2.0023,$$

with $\mathbf L$ and $\mathbf S$ the total orbital and spin angular momenta. There is no radial factor. I define $\mathcal S$ for levels $a,b$ as the sum of $|\langle a|(\mathbf L+g_s\mathbf S)/\hbar|b\rangle|^2$ over the three Cartesian components and all magnetic substates of both levels.

## The zero between terms

Let $H_0$ contain kinetic energy, nuclear attraction and electron repulsion. It commutes with $\mathbf L$ and $\mathbf S$ separately. For eigenstates of two terms with energies $E_\gamma\ne E_{\gamma'}$,

$$0=\langle\gamma|[H_0,\mathbf L]|\gamma'\rangle=(E_\gamma-E_{\gamma'})\langle\gamma|\mathbf L|\gamma'\rangle ,$$

and the same holds for $\mathbf S$. Both matrix elements vanish, and so does $\mathcal S$. If two terms happen to coincide in energy, take them as orthogonal multiplets: $\mathbf L$ and $\mathbf S$ change only $M_L$ and $M_S$ inside each, and the conclusion stands. Pure-LS levels are combinations of the states of one term, so it carries over to them.

Different values of $L$ or $S$ are not needed for this. The configuration $4d^3$ has two $^2D$ terms. With Slater integrals $F^2=12$ eV and $F^4=8$ eV they lie at $-1.364$ and $3.922$ eV, omitting the common $F^0$ energy. The computed M1 strength between them is $3\times10^{-30}$, which is rounding error.

A second operator shows that parity and $J$ are not the cause. For one electron $\mathbf l\times\mathbf s$ is also an even vector. Let $C$ be the summed square of the matrix elements of $\sum\mathbf l\times\mathbf s/\hbar^2$, with the same sums as in $\mathcal S$. Between the two $^2D$ terms $C=15.7$. In $4d^2$, between the pure levels $^3F_2$ and $^1D_2$, $C=8.00$. Thus an operator obeying identical $J$ and parity rules does connect these states. The M1 zero comes from the moment being built from $\mathbf L$ and $\mathbf S$.

## What survives inside a term

The zero does not cover two levels of the same term. Their strength can be found from two sum rules. In this section angular momenta are divided by $\hbar$. Write

$$\mathbf L+g_s\mathbf S=\mathbf J+(g_s-1)\mathbf S .$$

Since $\mathbf J$ cannot change $J$, only $\mathbf S$ contributes. Let $s_-$, $s_0$, $s_+$ be the summed squares of $\mathbf S$ from level $J\geq\tfrac12$ to $J-1$, $J$, $J+1$ of one term. Set $a=J(J+1)$, $\lambda=L(L+1)$, $\sigma=S(S+1)$.

Because $\mathbf S$ stays in the term, completeness gives $s_-+s_0+s_+=(2J+1)\sigma$. Within fixed $J$ a vector operator is proportional to $\mathbf J$. Taking the scalar product with $\mathbf J$, and using $\mathbf S\cdot\mathbf J=(J^2+S^2-L^2)/2$ for the operators, gives the factor $D/(2a)$ with $D=a+\sigma-\lambda$. Hence $s_0=(2J+1)D^2/(4a)$ and

$$s_-+s_+=(2J+1)\left[\sigma-\frac{D^2}{4a}\right].$$

For the second rule, insert $\mathbf J^2=\mathbf L^2+\mathbf S^2+2\mathbf L\cdot\mathbf S$ between two spin operators. The commutators give $\sum_iS_iS_jS_i=S_j(\mathbf S^2-1)$, so

$$\sum_iS_i\mathbf J^2S_i=\mathbf S^2(\mathbf L^2+\mathbf S^2)+2(\mathbf S^2-1)\mathbf L\cdot\mathbf S=\mathbf S^2\mathbf J^2-2\mathbf L\cdot\mathbf S .$$

Take the expectation value in level $J$ and sum over $M$. The left side weights each final level by its $J'(J'+1)$, which exceeds $a$ by $2(J+1)$ for $J+1$ and by $-2J$ for $J-1$. With $X=a-\lambda-\sigma=2\langle\mathbf L\cdot\mathbf S\rangle$,

$$2(J+1)s_+-2Js_-=-(2J+1)X .$$

Multiply the first rule by $2(J+1)$ and subtract the second. The terms in $s_+$ cancel, and division by $2(2J+1)$ leaves

$$s_-=(J+1)\sigma-\frac{D^2}{4J}+\frac X2 .$$

To factor this, put $p=\lambda+\tfrac14=(L+\tfrac12)^2$ and $q=\sigma+\tfrac14=(S+\tfrac12)^2$. Then $D=J^2+q-p+J$ and $X=J^2+J-p-q+\tfrac12$. Multiplying by $4J$ and expanding, all odd powers of $J$ cancel:

$$4Js_-=4J^2q-(J^2+q-p)^2=4pq-(J^2-p-q)^2 .$$

The last two forms agree because both expand to $2J^2p+2J^2q+2pq-J^4-p^2-q^2$. A difference of squares, with $2\sqrt{pq}=2(L+\tfrac12)(S+\tfrac12)$, now gives

$$\mathcal S_{J,J-1}=(g_s-1)^2\frac{[(L+S+1)^2-J^2][J^2-(L-S)^2]}{4J}.$$

For $^3F_2$–$^3F_3$ the larger $J$ is 3, and the fraction is $(25-9)(9-4)/12=6.67$. With $(g_s-1)^2=1.0046$ the strength is 6.70.

In $4d^2$ there are nine levels and 36 pairs. The $J$ rule admits 14 pairs, of which four lie within a term. In pure LS coupling the belief is therefore wrong for the other ten.

## How spin-orbit coupling opens the lines

Add the spin-orbit energy of a single $d$ shell,

$$H=H_0+\frac{\zeta}{\hbar^2}\sum_i\mathbf l_i\cdot\mathbf s_i ,$$

with $\zeta$ an energy. Of $\mathbf L$, $\mathbf S$ and $\mathbf J$, only $\mathbf J$ now commutes with $H$. Between levels of different energy its matrix elements vanish, so again only $(g_s-1)\mathbf S$ contributes to M1. From $[s_i,s_j]=i\hbar\epsilon_{ijk}s_k$, where the indices are components,

$$[\mathbf l\cdot\mathbf s,s_j]=i\hbar\,\epsilon_{ijk}l_is_k=-i\hbar(\mathbf l\times\mathbf s)_j ,$$

the sign coming from $(\mathbf l\times\mathbf s)_j=\epsilon_{jik}l_is_k=-\epsilon_{ijk}l_is_k$. Operators of different electrons commute, and $H_0$ commutes with $\mathbf S$. Taking $[H,\mathbf S]$ between eigenstates of $H$ gives

$$(E_a-E_b)\langle a|\mathbf S|b\rangle=-\frac{i\zeta}{\hbar}\langle a|\textstyle\sum\mathbf l\times\mathbf s|b\rangle .$$

Squaring and summing,

$$\boxed{\mathcal S=(g_s-1)^2\,\frac{\zeta^2C}{(E_a-E_b)^2}}$$

This is exact within the stated Hamiltonian, for any $\zeta$, provided $E_a\neq E_b$ and $C$ is taken between the true eigenstates.

It contains both cases. Between terms of different energy the gap stays finite as $\zeta\to0$, so $\mathcal S$ falls at least as fast as $\zeta^2$. Within a term whose first-order splitting is nonzero, the gap is itself proportional to $\zeta$. The two factors cancel and the strength stays finite.

The operator $\sum\mathbf l\times\mathbf s$ is a vector in orbital space and a vector in spin space, so it changes $L$ and $S$ by at most one unit each. It joins $^3F$ to $^1D$, but not $^3F$ to $^3P$, where $L$ changes by two. For $^3F_2$–$^3P_1$, $C$ therefore needs a further admixture: $^1D_2$ enters $^3F_2$ at first order, and $\sum\mathbf l\times\mathbf s$ connects $^1D$ to $^3P$. The amplitude is then of order $\zeta^2$ and the strength of order $\zeta^4$. Doubling $\zeta$ from 0.001 to 0.002 eV in the $4d^2$ calculation gives the powers 1.997 for $^3F_2$–$^1D_2$ and 3.994 for $^3F_2$–$^3P_1$.

## From strength to rate

In a box of volume $V$ the magnetic half of a mode's zero-point energy is $\hbar\omega/4$. Equating it to $V|b|^2/(2\mu_0)$ gives the squared one-photon field $|b|^2=\mu_0\hbar\omega/(2V)$. The number of modes per polarization is $V\omega^2d\omega\,d\Omega/(2\pi c)^3$. For a transition moment $\mathbf m$, the golden rule gives

$$A=\frac{2\pi}{\hbar^2}\,\frac{V\omega^2}{8\pi^3c^3}\,\frac{\mu_0\hbar\omega}{2V}\int d\Omega\,\left(|\mathbf m|^2-|\hat{\mathbf k}\cdot\mathbf m|^2\right).$$

The bracket is the sum over the two polarizations, whose magnetic fields are perpendicular to the propagation direction $\hat{\mathbf k}$. Its angular integral is $4\pi(1-\tfrac13)|\mathbf m|^2=8\pi|\mathbf m|^2/3$. Summing over lower substates and averaging over the $g_u=2J_u+1$ upper ones,

$$A=\frac{\mu_0\mu_B^2\omega^3}{3\pi\hbar c^3}\,\frac{\mathcal S}{g_u}.$$

## A $4d^2$ ion in numbers

Take $F^2=12$ eV, $F^4=8$ eV and $\zeta=0.60$ eV, and diagonalize $H$ in all 45 states of $4d^2$. Levels keep the name they have as $\zeta\to0$, following their energy order within each $J$. The name can hide a lot: the level called $^1D_2$ is 54% $^1D_2$, 40% $^3P_2$ and 6% $^3F_2$.

For $^3F_2$–$^1D_2$ the output gives a gap of 3.0622 eV and $C=7.2556$. Hence

$$\mathcal S=1.0046\times\frac{0.60^2\times7.2556}{3.0622^2}=0.280 .$$

First-order perturbation theory uses the unmixed values, $C=8.00$ and a gap of 2.0408 eV, and gives 0.695. This is 2.5 times the full result. The identity shows where the excess arises: mixing lowers $C$ by a factor 0.91, while the wider gap lowers the strength by $(2.0408/3.0622)^2=0.44$. At this $\zeta$ first order correctly shows that this line opens, but gives a poor value for its strength.

Compositions give a second route. There is one $J=3$ level, so $^3F_3$ is pure. The M1 operator can reach only the $^3F$ part of its partner. The $^1D_2$ level has 6.0% of $^3F_2$, so $^3F_3$–$^1D_2$ should have strength $0.060\times6.70=0.40$; the diagonalization gives 0.399. The line borrows its strength from the allowed line inside $^3F$.

Some of the lines, with vacuum wavelengths, are:

| Line | nm | $\mathcal S$ | $A$ (s$^{-1}$) |
|---|---:|---:|---:|
| $^3F_2$–$^3F_3$ | 1068 | 6.19 | 19.6 |
| $^3F_2$–$^1D_2$ | 405 | 0.280 | 22.7 |
| $^3F_2$–$^3P_1$ | 357 | 0.0083 | 1.6 |
| $^3P_1$–$^1S_0$ | 201 | 0.099 | 327 |

The first two rates are similar although their strengths differ by a factor of 22. The rate formula accounts for it: relative to the first line, the second gains $(3.0622/1.1606)^3=18.4$ from frequency and $7/5$ from the upper degeneracy, and loses a factor 0.0452 in strength. The product is 1.16. A rate is therefore a poor guide to whether a line is allowed in LS coupling.

All 14 pairs admitted by the $J$ rule now have nonzero strength, the smallest being 0.0083. For this ion model the belief predicts the right list of lines, but the ten lines between terms owe their existence to spin-orbit mixing.

## Tin ions and the limits of the model

The parameters are rough round values in the regime of Sn$^{12+}$, one of the open-$4d$ ions relevant to extreme-ultraviolet light sources. The lines above lie far from the 13.5 nm band used in lithography. The model leaves out mixing with other configurations and two-body magnetic interactions, so its wavelengths are not predictions for tin. Changing $\zeta$ by $-10\%$ or $+10\%$ at fixed Slater integrals changes the $^3F_2$–$^1D_2$ strength to 0.243 or 0.316. Lowering both Slater integrals by 20% at fixed $\zeta$ gives 0.368. These variations show sensitivity; they do not bound the omitted effects. Configuration mixing by electron repulsion alone would leave the LS zero intact, since that Hamiltonian still commutes with $\mathbf L$ and $\mathbf S$.

The zero also belongs to the leading M1 operator. A hydrogenic $4d$ orbital with an assumed effective charge of 20 has a kinetic energy of $6.7\times10^{-4}$ of $m_ec^2$, which gives a rough scale for relativistic corrections to the operator. This orbital roughly matches the chosen Slater integrals but gives only $\zeta\approx0.12$ eV, because a real $4d$ electron in tin feels a larger charge close to the nucleus; a self-consistent local-exchange orbital of Sn$^{12+}$ has a kinetic energy nearer $1.0\times10^{-3}$ of $m_ec^2$. Retardation at 201 nm is of order $3\times10^{-6}$. Electric-quadrupole radiation can matter more: with the same orbital it adds 0.36 s$^{-1}$ to $^3F_2$–$^3P_1$, 22% of the M1 rate, but only 0.2% to $^3F_2$–$^1D_2$. These quadrupole rates scale as $\langle r^2\rangle^2$, and the hydrogenic orbital is too diffuse: its $\langle r^2\rangle$ is $1.26\,a_0^2$, against about $0.84$–$0.90\,a_0^2$ for a self-consistent Sn$^{12+}$ orbital, which would roughly halve both figures, to about 10% and 0.1%.

The rates above also assume that the ion is left alone to radiate, which fails in a dense source plasma. Define the electron de-excitation cross-section through a collision strength $\Upsilon$ as $\pi\hbar^2\Upsilon/(g_um_e^2v^2)$. Multiplying by $v$ and using the Maxwell average $\langle1/v\rangle=\sqrt{2m_e/(\pi k_BT)}$ gives the rate coefficient

$$q=\frac{\pi\hbar^2\Upsilon}{g_um_e^2}\sqrt{\frac{2m_e}{\pi k_BT}} .$$

With assumed values $\Upsilon=1$, summed over all lower levels, and $k_BT=30$ eV, $q=2.9\times10^{-9}$ cm$^3$/s for the $^1D_2$ level. At an assumed electron density of $10^{19}$ cm$^{-3}$ collisions de-excite it at $2.9\times10^{10}$ s$^{-1}$, not counting excitation to higher levels, against a total M1 decay of $22.7+7.8=30.5$ s$^{-1}$. About one de-excitation in $10^9$ then gives an M1 photon. The two rates would be equal near $10^{10}$ cm$^{-3}$, for the same temperature and collision strength. Whether a line can be detected also depends on level populations and background light, which are not modelled here. All level energies and compositions, and the data for four more lines, are in the numerical output.

## Numbers as computed

```
Inputs: F2=12.0 eV, F4=8.0 eV, zeta=0.60 eV, gs=2.002319
Term 3F: Coulomb energy -2.1224 eV (F0 omitted)
Term 1D: Coulomb energy -0.0816 eV (F0 omitted)
Term 3P: Coulomb energy 0.1905 eV (F0 omitted)
Term 1G: Coulomb energy 0.9977 eV (F0 omitted)
Term 1S: Coulomb energy 5.7143 eV (F0 omitted)
Level 3F2: 0.0000 eV; 3F2 92.4%, 1D2 7.3%, 3P2 0.3%
Level 3F3: 1.1606 eV; 3F3 100.0%
Level 3F4: 2.2088 eV; 3F4 94.0%, 1G4 6.0%
Level 3P0: 2.8390 eV; 3P0 95.1%, 1S0 4.9%
Level 1D2: 3.0622 eV; 3F2 6.0%, 1D2 54.1%, 3P2 40.0%
Level 3P1: 3.4735 eV; 3P1 100.0%
Level 1G4: 4.7325 eV; 3F4 6.0%, 1G4 94.0%
Level 3P2: 4.7732 eV; 3F2 1.6%, 1D2 38.7%, 3P2 59.7%
Level 1S0: 9.6318 eV; 3P0 4.9%, 1S0 95.1%
Level pairs: all 36, J-allowed 14, within one term 4
Largest pure-LS cross-term strength: 1.3e-27 mu_B^2 (roundoff)
J-allowed pairs with mixed strength >1e-6 mu_B^2: 14
Smallest J-allowed mixed strength: 8.310e-03 mu_B^2
Lines: S_LS and S in mu_B^2, C dimensionless, rates in 1/s
3F2-3F3: gap 1.1606 eV, wavelength 1068.3 nm, S_LS 6.7
  S 6.18910, C 23.04921, A_M1 1.956e+01, A_E2 1.64e-04
3F3-3F4: gap 1.0482 eV, wavelength 1182.8 nm, S_LS 6.78
  S 6.37353, C 19.36312, A_M1 1.154e+01, A_E2 6.14e-05
3F2-1D2: gap 3.0622 eV, wavelength 404.9 nm, S_LS 4.93e-30
  S 0.27985, C 7.25562, A_M1 2.275e+01, A_E2 4.71e-02
3F3-1D2: gap 1.9016 eV, wavelength 652.0 nm, S_LS 1.66e-29
  S 0.39866, C 3.98607, A_M1 7.760e+00, A_E2 3.94e-03
3F2-3P1: gap 3.4735 eV, wavelength 356.9 nm, S_LS 2.02e-30
  S 0.00831, C 0.27721, A_M1 1.643e+00, A_E2 3.63e-01
3F3-1G4: gap 3.5720 eV, wavelength 347.1 nm, S_LS 6.26e-30
  S 0.40782, C 14.38688, A_M1 2.923e+01, A_E2 1.80e-03
3F4-1G4: gap 2.5237 eV, wavelength 491.3 nm, S_LS 7.7e-30
  S 0.63883, C 11.25000, A_M1 1.615e+01, A_E2 1.27e-02
3P1-1S0: gap 6.1583 eV, wavelength 201.3 nm, S_LS 1.64e-32
  S 0.09893, C 10.37381, A_M1 3.270e+02, A_E2 8.68e-30
3F2-1D2 pure: C 8.00000, gap 2.0408 eV
3F2-1D2 first-order strength at full zeta: 0.69470 mu_B^2
Small-zeta powers: 3F2-1D2 1.997, 3F2-3P1 3.994
4d3 two 2D terms: energies -1.3639, 3.9217 eV
4d3 between 2D terms: M1 3.3e-30 mu_B^2, C 15.7023
3F2-1D2 strength, zeta -10%/+10%: 0.2432/0.3159 mu_B^2
3F2-1D2 strength, Slater integrals -20%: 0.3682 mu_B^2
Rough 4d orbital: Z_eff 20, <r^2> 3.528e-03 nm^2
Retardation size k^2<r^2> at 201.3 nm: 3.44e-06
Kinetic energy 340.1 eV; ratio to mc^2 6.66e-04
Plasma inputs: 30 eV, 1.0e+19 cm^-3, collision strength 1.0
1D2 total M1 decay 3.051e+01 1/s; collision coefficient 2.925e-09 cm^3/s
1D2 collision rate 2.925e+10 1/s; equal-rate density 1.043e+10 cm^-3
1D2 radiative/collisional rate ratio: 1.04e-09
```
